\section*{Coulomb phases of neighbouring partial waves from a ladder operator, part 2}

An electron of energy $E=k^2/2>0$ moves without relativity in the field of a fixed nucleus of charge $Z$ (Hartree atomic units), with $\psi=r^{-1}u(r)Y_{lm}$. We relate the large-distance phases of the regular solutions for $l-1$ and $l$. With $\rho=kr$, $\eta=-Z/k$ (attraction is $\eta<0$) and a prime for $d/d\rho$,
\begin{equation}
h_lu=u,\qquad h_l=\frac{2}{k^2}H_l=-\frac{d^2}{d\rho^2}+V_l,\qquad V_l=\frac{2\eta}{\rho}+\frac{l(l+1)}{\rho^2}.
\label{radial}
\end{equation}
For $l\ge1$ let $B=-d/d\rho+S_l$, $B^\dagger=d/d\rho+S_l$, $S_l=l/\rho+\eta/l$, $R_l=\sqrt{1+\eta^2/l^2}$ and $\alpha_l=\arctan(\eta/l)$ (principal branch). $S_l$ came from $S=l/\rho+b$, for which
\begin{equation}
S^2+S'=\frac{l^2-l}{\rho^2}+\frac{2lb}{\rho}+b^2,
\label{S2}
\end{equation}
must equal $V_{l-1}$ plus a constant, so $lb=\eta$. Also
\begin{equation}
E\,R_l^2=\frac{k^2}{2}+\frac{Z^2}{2l^2}=E+\frac{Z^2}{2l^2}.
\label{ER}
\end{equation}
For any real non-zero solution put $u=A\sin\phi$, $u'=A\cos\phi$ (Pr\"ufer variables), with $A>0$ and $\phi$ continuous. With $V=V_l$,
\begin{equation}
\phi'=1-V\sin^2\phi,\qquad(\ln A)'=V\sin\phi\cos\phi=\tfrac12V\sin2\phi.
\label{prufer}
\end{equation}
As $\rho\to\infty$, $A\to A_\infty$ and, with $\Theta=\rho-\eta\ln2\rho$, $\lambda=l(l+1)$ and limiting phase $\delta$,
\begin{equation}
\phi=\Theta+\delta+\frac{\eta^2+\lambda+\eta\sin2\phi}{2\rho}+O(\rho^{-2}).
\label{first}
\end{equation}
By (b), $\phi$ passes multiples of $\pi$, the nodes of $u$, only upward, each at most once, and passes every multiple above its starting value.

By (c), if $u$ solves the $l-1$ equation with $A_\infty=1$ and phase $\delta$, then $Bu$ solves the $l$ equation with amplitude and phase
\begin{equation}
\tilde A=R_l,\qquad\tilde\delta=\delta+\alpha_l-\frac{\pi}{2}\pmod{2\pi}.
\label{shift}
\end{equation}
Alone, this relates the regular solutions only modulo $\pi$. The outgoing solution is $w_l\to e^{i\Theta}$.

By (d), the regular solution $F_L$, with $A_\infty=1$ and $F_L\approx C_L\rho^{L+1}$, $C_L>0$, near the origin, is a multiple of $\sum_{n\ge0}a_n\rho^{L+1+n}$, where $a_0=1$, $a_{-1}=0$ and $n(n+2L+1)\,a_n=2\eta\,a_{n-1}-a_{n-2}$. In $BF_{l-1}=cF_l$, infinity gives $|c|=R_l$ and the series gives $c>0$, so
\begin{equation}
BF_{l-1}=R_lF_l,\qquad B^\dagger F_l=R_lF_{l-1},\qquad\frac{C_l}{C_{l-1}}=\frac{R_l}{2l+1}.
\label{ladder}
\end{equation}

\subsection*{(e) The recursion on the absolute branch}

\emph{For $F_l$ fix the Pr\"ufer angle by $\phi_l(0^+)=0$, call its limiting phase $\delta_l$, and define the Coulomb phase by $\delta_l=\sigma_l-l\pi/2$. Show how the nodes of $F_{l-1}$ and $F_l$ are ordered, and find $\sigma_l-\sigma_{l-1}$ as a real number, not modulo anything.}

\textbf{Solution.} Near the origin $F_l>0$, $F_l'>0$ and $\tan\phi_l=F_l/F_l'\approx\rho/(l+1)\to0^+$, so the choice $\phi_l(0^+)=0$ is possible and $\phi_l$ starts in $(0,\pi/2)$. Continuity then fixes $\phi_l$ everywhere, and $\sigma_l$ is a definite real number, with
\begin{equation}
F_l\to\sin\theta_l,\qquad\theta_l=\rho-\eta\ln2\rho-\frac{l\pi}{2}+\sigma_l.
\end{equation}
By the last paragraph of (b), $\phi_l=n\pi$ at the $n$-th positive node, and $n\pi<\phi_l<(n+1)\pi$ between the $n$-th node and the next. From (\ref{shift}) and (\ref{ladder}),
\begin{equation}
\delta_l-\delta_{l-1}=\alpha_l-\frac{\pi}{2}+2\pi m
\label{m}
\end{equation}
with an integer $m$ still to be found. It counts whole wavelengths gained by one function over the other, so it is fixed by counting nodes.

Let $\mu=\rho^le^{\eta\rho/l}$, which is positive for $\rho>0$ and has $\mu'/\mu=S_l$. Then $(\mu f)'=\mu B^\dagger f$ and $(f/\mu)'=-Bf/\mu$, and (\ref{ladder}) becomes
\begin{equation}
(\mu F_l)'=R_l\,\mu F_{l-1},\qquad(F_{l-1}/\mu)'=-R_l\,F_l/\mu.
\end{equation}
Let $x_1<x_2<\dots$ be the positive nodes of $F_l$, with $x_0=0$, and $y_1<y_2<\dots$ those of $F_{l-1}$. Three facts follow. First, $\mu F_l$ vanishes at $x_{n-1}$ and $x_n$, the origin included, so by Rolle's theorem its derivative vanishes in between: every interval $(x_{n-1},x_n)$ holds at least one $y$. Second, $F_{l-1}/\mu$ vanishes at $y_n$ and $y_{n+1}$, so every interval $(y_n,y_{n+1})$ holds at least one $x$. Third, no $x$ equals a $y$, because $F_l'=R_lF_{l-1}-S_lF_l$ would then vanish together with $F_l$. If an interval $(x_{n-1},x_n)$ held two $y$, it would hold two consecutive ones, and the second fact would put a node of $F_l$ strictly between $x_{n-1}$ and $x_n$, which is impossible. Each interval holds exactly one $y$, and counting from the origin it is $y_n$:
\begin{equation}
y_n<x_n<y_{n+1}.
\label{inter}
\end{equation}
At $\rho=x_n$, $\phi_l=n\pi$ while $n\pi<\phi_{l-1}<(n+1)\pi$, so $-\pi<\phi_l-\phi_{l-1}<0$ at these points. The nodes run to infinity and $\phi_l-\phi_{l-1}\to\delta_l-\delta_{l-1}$, so the limit lies in $[-\pi,0]$. In (\ref{m}), $\alpha_l-\pi/2$ lies in $(-\pi,0)$; $m\ge1$ puts the sum above $\pi$ and $m\le-1$ below $-2\pi$. Hence $m=0$. Since $\delta_l-\delta_{l-1}=\sigma_l-\sigma_{l-1}-\pi/2$, the two terms $-\pi/2$ cancel:
\begin{equation}
\sigma_l=\sigma_{l-1}+\arctan\frac{\eta}{l},\qquad l\ge1,
\label{result}
\end{equation}
with the principal branch of the arctangent.

The node argument needs only $BF_{l-1}=cF_l$ with $c\neq0$. Had the sign of $c$ been unknown, (\ref{m}) would contain $m\pi$, and $m=1$ or $m=-1$ would give the open intervals $(0,\pi)$ or $(-2\pi,-\pi)$, both outside $[-\pi,0]$. Node counting thus settles the sign as well, and agrees with the series result $c>0$. The size of the phase step comes from infinity; regularity at the origin and the nodes in between supply the branch.

\subsection*{(f) Consequences and limits}

\emph{Express $\sigma_l-\sigma_0$ and $e^{2i\sigma_l}/e^{2i\sigma_{l-1}}$ in closed form. Examine $\eta=0$, $\eta\to\pm\infty$ and $l\to\infty$. Does the ladder determine $\sigma_0$? Can $\sigma_2-\sigma_0$ be written as one arctangent?}

\textbf{Solution.} Adding (\ref{result}) for $j=1,\dots,l$,
\begin{equation}
\sigma_l-\sigma_0=\sum_{j=1}^l\arctan\frac{\eta}{j}.
\label{sum}
\end{equation}
Also $e^{i\alpha_l}=(1+i\eta/l)/R_l$, and dividing by its complex conjugate gives $e^{2i\sigma_l}=e^{2i\sigma_{l-1}}(l+i\eta)/(l-i\eta)$. This form has lost the multiples of $\pi$ and so needs only the weaker result of (c).

\emph{Free particle.} For $\eta=0$, $l=0$, (\ref{prufer}) reads $\phi_0'=1$, so $\phi_0=\rho$ and $\sigma_0=0$. Then (\ref{sum}) gives $\sigma_l=0$ for all $l$. This is the reason for splitting off $-l\pi/2$: it is the whole phase lag due to the centrifugal barrier alone.

\emph{Node spacing.} By (\ref{result}), $\theta_l=\theta_{l-1}+\alpha_l-\pi/2$. At large $\rho$, $\theta_{l-1}$ is $n\pi$ at $y_n$, $n\pi+\pi/2-\alpha_l$ at $x_n$ and $(n+1)\pi$ at $y_{n+1}$, up to $O(1/\rho)$, and $\theta'\to1$. Hence
\begin{equation}
x_n-y_n\to\frac{\pi}{2}-\alpha_l,\qquad y_{n+1}-x_n\to\frac{\pi}{2}+\alpha_l.
\label{gaps}
\end{equation}
For a free particle the nodes of $F_l$ end up midway between those of $F_{l-1}$.

\emph{High and low energy.} At high energy $\eta\to0$ and each step is $\eta/l$ to leading order. At low energy with repulsion, $\eta\to+\infty$ at fixed $l$, $\alpha_l\to\pi/2$ and $\theta_l-\theta_{l-1}\to0$: neighbouring waves come into step. This fits the classical picture, in which the particle stays outside $\rho=2\eta$, where the ratio of centrifugal to Coulomb term is below $l(l+1)/4\eta^2$. With attraction, $\eta\to-\infty$, $\alpha_l\to-\pi/2$ and $\theta_l-\theta_{l-1}\to-\pi$: neighbouring waves come into antiphase. By (\ref{first}) the individual forms $\sin\theta_l$ are reached only for $\rho\gg\eta^2$, a region that recedes to infinity at threshold; the term $\eta^2/2\rho$ does not depend on $l$ and cancels in the difference of two phases, as in (h). At $k=0$ itself $\eta$ and the phases are undefined. For $E<0$ the solutions do not oscillate at large distance, and the factor (\ref{ER}) can vanish.

\emph{Large $l$.} From $\arctan x-x=-\int_0^xs^2ds/(1+s^2)$ follows $|\arctan x-x|\le|x|^3/3$, and $\sum j^{-3}$ converges. Comparison with $\int ds/s$ shows that $\sum_{j\le l}1/j$ lies between $\ln(l+1)$ and $1+\ln l$. So $\sigma_l=\eta\ln l+O(1)$ at fixed $\eta$: the steps shrink, yet for $\eta\ne0$ the phases have no limit as $l\to\infty$.

\emph{The lowest phase.} The ladder gives differences only. A step into $l=0$ would need $lb=\eta$ at $l=0$ in (\ref{S2}), which has no solution for $\eta\ne0$. The value of $\sigma_0(\eta)$ must come from elsewhere, here from integrating (\ref{prufer}). The closed form $\sigma_l=\operatorname{Im}\ln\Gamma(l+1+i\eta)$ is not derived or used in this problem; the program employs it only as an outside test of the integrated phases.

\emph{One arctangent.} With $\Delta=\sigma_2-\sigma_0=\alpha_1+\alpha_2$,
\begin{equation}
e^{i\Delta}=\frac{(1+i\eta)(1+i\eta/2)}{R_1R_2}=\frac{1-\eta^2/2+3i\eta/2}{R_1R_2},
\label{Delta}
\end{equation}
so $\tan\Delta=3\eta/(2-\eta^2)$. The principal arctangent returns $\Delta$ only when $\cos\Delta>0$, that is for $\eta^2<2$. For $\eta^2>2$ the cosine is negative and $|\Delta|$ lies in $(\pi/2,\pi)$, so $\arctan[3\eta/(2-\eta^2)]$ differs from $\Delta$ by $\pi$. The difference is observable. In a real superposition of $F_0Y_{00}$ and $F_2Y_{20}$ at one energy the outgoing parts are $e^{i\theta_0}/2i$ and $e^{i\theta_2}/2i$, and the cross term of the outgoing intensity is proportional to $\cos(\theta_2-\theta_0)=\cos(\Delta-\pi)=-\cos\Delta$, whose sign a shift by $\pi$ reverses.

\subsection*{(g) A continuum electron of hydrogen}

\emph{Take $Z=1$ and $k=0.5$ bohr$^{-1}$. Direct integration of (\ref{prufer}) gives $\sigma_0=-0.129646$ rad and $C_0=3.544914$. Find $R_l$, $\sigma_l$ for $l\le3$, $C_1$ and $\sigma_2-\sigma_0$, and compare with separate integrations. At $r=10$ bohr, $F_0=-0.335191$ and $F_0'=-1.074003$; find $F_1$.}

\textbf{Solution.} The energy is $E=k^2/2=0.125$ hartree $=3.4014$ eV and $\eta=-1/0.5=-2$. The six decimals below describe the model of (\ref{radial}) and serve to check the recursion. For the real atom the finite proton mass alone changes the relation between $\eta$ and $k$ by roughly one part in 2000.

The comparison values come from the numerical check, which integrates (\ref{prufer}) for each $l$ on its own, starting from the power series of (d), with no ladder relation. To remove the $1/\rho$ error of (\ref{first}) it matches $u$ and $u'$ at a large radius to $w_l=e^{i\Theta}\sum c_n\rho^{-n}$. Up to a constant factor each term is $e^{i\rho}\rho^s$ with $s=s_n=-i\eta-n$, and $(e^{i\rho}\rho^s)''=e^{i\rho}[-\rho^s+2is\rho^{s-1}+s(s-1)\rho^{s-2}]$. Equation (\ref{radial}) at order $\rho^{s_n-1}$ reads $(2is_n-2\eta)c_n+[s_{n-1}(s_{n-1}-1)-l(l+1)]c_{n-1}=0$, and $2is_n-2\eta=-2in$, so
\begin{equation}
c_n=\frac{(i\eta+n-1)(i\eta+n)-l(l+1)}{2in}\,c_{n-1},\qquad c_0=1.
\end{equation}
The series is truncated and serves only as a numerical device; the program tests that the extracted phase and amplitude do not change when the matching radius is halved.

\emph{Ladder factors.} $R_1=\sqrt{1+4}=2.236068$, $R_2=\sqrt{1+1}=1.414214$, $R_3=\sqrt{1+4/9}=1.201850$. Equation (\ref{ER}) reads $0.125\times5=0.625$ hartree for $l=1$, $0.125\times2=0.250$ hartree for $l=2$ and $0.125\times(1+4/9)=0.180556$ hartree for $l=3$.

\emph{Phases.} The steps are $\arctan(-2)=-1.107149$ rad ($-63.435^\circ$), $\arctan(-1)=-0.785398$ rad ($-45^\circ$) and $\arctan(-2/3)=-0.588003$ rad ($-33.690^\circ$). In radians,
\begin{align}
\sigma_1&=-0.129646-1.107149=-1.236795,\\
\sigma_2&=-1.236795-0.785398=-2.022193,\\
\sigma_3&=-2.022193-0.588003=-2.610196,
\end{align}
and the separate integrations give the same three values to all six decimals. Over $\eta=-5,-2,-0.5,0,0.7,3$ and $l=1,2,3$ the largest absolute difference between the integrated $\sigma_l-\sigma_{l-1}$ and $\arctan(\eta/l)$ is $3\times10^{-11}$ rad.

\emph{Normalisation.} $C_1/C_0=2.236068/3=0.745356$, so $C_1=3.544914\times0.745356=2.642223$, the integrated value.

\emph{The ladder at a finite radius.} At $r=10$ bohr, $\rho=5$ and $S_1=1/5-2=-1.8$. Then
\begin{equation}
BF_0=1.07400+(-1.8)(-0.33519)=1.07400+0.60334=1.67734,
\end{equation}
and $F_1=1.67734/2.23607=0.75013$. The integration for $l=1$ gives $F_1=0.750132$, and $BF_0$ and $R_1F_1$ both come out as $1.677346$. The point $\rho=5$ is not in the asymptotic region, since $\eta^2=4$ is of the same size; relation (\ref{ladder}) is exact at every radius.

\emph{The s--d difference.} $\sigma_2-\sigma_0=-1.107149-0.785398=-1.892547$ rad $=-108.435^\circ$, and by (\ref{Delta}) $\cos\Delta=(1-2)/(2.236068\times1.414214)=-0.316228$. Here $\eta^2=4>2$, and the single formula gives $\arctan[-6/(2-4)]=\arctan3=1.249046$ rad, which exceeds the integrated value by $3.141593$ rad.

\subsection*{(h) Nodes and the approach to the limit}

\emph{For the same electron the first nodes are at $r=1.712$, $5.093$, $9.409$, $14.256$ bohr for $F_0$, at $4.096$, $8.448$, $13.307$, $18.484$ bohr for $F_1$ and at $6.598$, $11.582$, $16.808$, $22.220$ bohr for $F_2$. The difference $\phi_1-\phi_0$ is $-2.61944$, $-2.67234$ and $-2.66850$ rad at $\rho=10$, $50$ and $200$. Compare with (e) and (f), and account for the three angles.}

\textbf{Solution.} The nodes of $F_0$ and $F_1$ alternate with $F_0$ first, $1.712<4.096<5.093<8.448<9.409<13.307<14.256<18.484$, and those of $F_1$ and $F_2$ alternate with $F_1$ first, as (\ref{inter}) requires. At $r=10$ bohr $F_0$ has passed three nodes and $F_1$ two, which matches the signs $F_0<0<F_1$ in (g).

The limit of $\phi_1-\phi_0$ is $\alpha_1-\pi/2=-2.67795$ rad, inside $(-\pi,0)$. By (\ref{gaps}) the gap from a node of $F_1$ to the next node of $F_0$ tends to $(\pi/2+\alpha_1)/k=(3.14159-2.67795)/0.5=0.927$ bohr. The listed nodes give $5.093-4.096=0.997$, $9.409-8.448=0.961$ and $14.256-13.307=0.949$ bohr, falling toward that value.

The three angles exceed the limit by $0.05851$, $0.00561$ and $0.00945$ rad. The approach is not monotonic: the deviation at $\rho=200$ is larger than at $\rho=50$. Equation (\ref{first}) accounts for this. Subtracting it for $l=1$ ($\lambda=2$) and $l=0$ ($\lambda=0$), the $\eta^2$ terms cancel and
\begin{equation}
\phi_1-\phi_0-\left(\alpha_1-\frac{\pi}{2}\right)=\frac{2+\eta(\sin2\phi_1-\sin2\phi_0)}{2\rho}+O(\rho^{-2}).
\end{equation}
Now $\sin2\phi_1-\sin2\phi_0=2\cos(\phi_1+\phi_0)\sin(\phi_1-\phi_0)$, and to leading order $\sin(\phi_1-\phi_0)=\sin(\alpha_1-\pi/2)=-1/R_1$. Therefore
\begin{equation}
\rho\left[\phi_1-\phi_0-\left(\alpha_1-\frac{\pi}{2}\right)\right]=1-\frac{\eta}{R_1}\cos(\phi_1+\phi_0)+O(1/\rho).
\end{equation}
With $|\eta|/R_1=2/2.236068=0.894$ the right side oscillates between $0.106$ and $1.894$ at leading order. The three values of the left side are $10\times0.05851=0.59$, $50\times0.00561=0.28$ and $200\times0.00945=1.89$. All lie in the band; the point $\rho=50$ falls low in the oscillation and $\rho=200$ at its top. The envelope decays as $1/\rho$ while single points need not decrease. At $r=400$ bohr the raw angle difference still misses its limit by about $0.01$ rad, so a phase difference read from unmatched wave functions at such a radius is uncertain in the second decimal, whereas (\ref{result}) gives it exactly within the model.

\section*{Table of computed values}
\begin{verbatim}
Z = 1, k = 0.50 1/bohr, eta = -2.0000 (dimensionless)
E = 0.1250 hartree = 3.4014 eV
l=0: integrated sigma = -0.129646 rad, C = 3.544914
l=1: integrated sigma = -1.236795 rad, C = 2.642223
l=2: integrated sigma = -2.022193 rad, C = 0.747333
l=3: integrated sigma = -2.610196 rad, C = 0.128312
l=1: R = 2.236068, E + Z^2/(2l^2) = 0.625000 hartree
l=1: integrated sigma_l - sigma_(l-1) = -1.107149 rad
l=1: arctan(eta/l) = -1.107149 rad = -63.435 deg
l=1: C_l/C_(l-1) = 0.745356, R/(2l+1) = 0.745356
l=2: R = 1.414214, E + Z^2/(2l^2) = 0.250000 hartree
l=2: integrated sigma_l - sigma_(l-1) = -0.785398 rad
l=2: arctan(eta/l) = -0.785398 rad = -45.000 deg
l=2: C_l/C_(l-1) = 0.282843, R/(2l+1) = 0.282843
l=3: R = 1.201850, E + Z^2/(2l^2) = 0.180556 hartree
l=3: integrated sigma_l - sigma_(l-1) = -0.588003 rad
l=3: arctan(eta/l) = -0.588003 rad = -33.690 deg
l=3: C_l/C_(l-1) = 0.171693, R/(2l+1) = 0.171693
r = 10.0 bohr, rho = 5.0: F_0 = -0.335191, F_0' = -1.074003
S_1 = -1.800000, B F_0 = 1.677346
F_1 = 0.750132, R_1 F_1 = 1.677346
first nodes of F_0: r = 1.712, 5.093, 9.409, 14.256 bohr
first nodes of F_1: r = 4.096, 8.448, 13.307, 18.484 bohr
first nodes of F_2: r = 6.598, 11.582, 16.808, 22.220 bohr
rho = 10 (r = 20 bohr): phi_1 - phi_0 = -2.61944 rad
rho = 50 (r = 100 bohr): phi_1 - phi_0 = -2.67234 rad
rho = 200 (r = 400 bohr): phi_1 - phi_0 = -2.66850 rad
limit arctan(eta) - pi/2 = -2.67795 rad
integrated sigma_2 - sigma_0 = -1.892547 rad = -108.435 deg
arctan(eta) + arctan(eta/2) = -1.892547 rad
cos(sigma_2 - sigma_0) = -0.316228
arctan(3eta/(2-eta^2)) = 1.249046 rad, offset = 3.141593 rad
gamma-function check, Im lnGamma(1+i eta) = -0.129646 rad
eta tested: [-5.0, -2.0, -0.5, 0.0, 0.7, 3.0], l = 1..3
largest deviation from the recursion = 3.1e-11 rad
\end{verbatim}
